\section*{Lu-Lewis matching for a film-loaded quartz crystal and its Sauerbrey limit}

\section{Three thicknesses from one reading}

A quartz crystal oscillates at 6.0 MHz before a nickel deposition and at 5.5 MHz after it. The Sauerbrey relation converts this drop into 6.90~$\mu$m of nickel. A rule based on the oscillation period gives 7.53~$\mu$m, and matching the acoustic waves at the interface gives 7.68~$\mu$m. The readings and material constants are the same in all three cases, so the differences must come from the formulas: how each treats the size of the load and the motion of the film.

I start with a bare plate, add a film of the plate's own material, and then allow any elastic film. The motion is in-plane shear $u(y,t)$, depending on the thickness coordinate $y$ alone. The layers are uniform, lossless and firmly bonded, and the outer faces are free of stress. Piezoelectric coupling, electrodes, film stress and finite lateral size are sized at the end.

\section{The bare plate}

Let $\rho$ be the density and $\mu$ the shear modulus. The shear stress is $T=\mu\,\partial u/\partial y$. A slice of thickness $dy$ has mass $\rho\,dy$ per area and feels the net force $(\partial T/\partial y)\,dy$ per area, so
\begin{equation}
\rho\,\frac{\partial^2u}{\partial t^2}=\mu\,\frac{\partial^2u}{\partial y^2}.
\end{equation}
For motion at angular frequency $\omega=2\pi f$ this becomes $u''=-k^2u$, with
\begin{equation}
k=\frac{\omega}{v},\qquad v=\sqrt{\frac{\mu}{\rho}},\qquad Z=\rho v=\sqrt{\rho\mu}.
\end{equation}
Since $\mu=\rho v^2$, we have $\mu k=\rho v\,\omega=\omega Z$. The impedance $Z$ therefore sets the stress that accompanies a given displacement amplitude.

Let the quartz fill $-h_q<y<0$. Zero stress at $y=-h_q$ selects $u=A\cos k_q(y+h_q)$. Zero stress at $y=0$ then requires $\sin k_qh_q=0$. The lowest vibration has $k_qh_q=\pi$, that is
\begin{equation}
f_q=\frac{v_q}{2h_q}.
\end{equation}
The plate is half a wavelength thick, with the largest displacement at its faces. Its areal mass follows from the frequency:
\begin{equation}
m_q=\rho_qh_q=\frac{\rho_qv_q}{2f_q}=\frac{Z_q}{2f_q}.
\label{mq}
\end{equation}

\section{A film of the same material}

A film of thickness $h_f$ made of the same quartz merely thickens the plate. With the areal mass ratio $x=\rho_fh_f/m_q$, here equal to $h_f/h_q$,
\begin{equation}
f=\frac{v_q}{2(h_q+h_f)}=\frac{f_q}{1+x},
\qquad x=\frac{f_q-f}{f}.
\label{period}
\end{equation}
Multiplying $x$ by $m_q$ from (\ref{mq}) gives the period law
\begin{equation}
\rho_fh_f=\frac{Z_q(f_q-f)}{2f_qf}.
\end{equation}
The name fits because $1/f=(1+x)/f_q$ is linear in the mass. For a small load $f$ in the denominator may be replaced by $f_q$, which gives
\begin{equation}
f_q-f\simeq\frac{2f_q^2}{Z_q}\,\rho_fh_f .
\label{sauer}
\end{equation}
This is the Sauerbrey relation, so far for a film of quartz. Whether it holds for other films needs the general problem.

\section{Any elastic film}

The film now has its own $\rho_f$, $\mu_f$ and fills $0<y<h_f$. The two free outer faces fix the shapes
\begin{equation}
u_q=A\cos k_q(y+h_q),\qquad u_f=B\cos k_f(y-h_f).
\end{equation}
Define the phases across the layers,
\begin{equation}
\theta=k_qh_q=\frac{\pi f}{f_q},\qquad
\varphi=k_fh_f=\frac{2\pi fh_f}{v_f}.
\end{equation}
Firm bonding makes the displacement continuous at $y=0$:
\begin{equation}
A\cos\theta=B\cos\varphi .
\label{disp}
\end{equation}
The interface has no mass, so the stresses on its two sides must balance. The slopes there are $u_q'(0)=-Ak_q\sin\theta$ and $u_f'(0)=-Bk_f\sin(-\varphi)=+Bk_f\sin\varphi$. With $\mu k=\omega Z$ and division by $\omega\neq0$,
\begin{equation}
-Z_qA\sin\theta=Z_fB\sin\varphi .
\label{stress}
\end{equation}
Equations (\ref{disp}) and (\ref{stress}) are linear and homogeneous in $A$ and $B$. They have a nonzero solution if their determinant vanishes:
\begin{equation}
Z_q\sin\theta\cos\varphi+Z_f\cos\theta\sin\varphi=0 .
\label{undivided}
\end{equation}
Where neither cosine vanishes, division by $\cos\theta\cos\varphi$ gives the Lu-Lewis equation
\begin{equation}
Z_q\tan\frac{\pi f}{f_q}+Z_f\tan\frac{2\pi fh_f}{v_f}=0 .
\label{ll}
\end{equation}

Two limits check it. For $h_f\to0$ the second term vanishes and $f=f_q$ returns. For a film of quartz, $Z_f=Z_q$, and (\ref{undivided}) becomes $\sin(\theta+\varphi)=0$. Its lowest root $\theta+\varphi=\pi$ is (\ref{period}).

The equation was also tested against resonances computed from the elastic and kinetic energies of the two layers, with the displacement kept continuous but the stress balance not imposed. For nickel films of 5, 100 and 400~$\mu$m on the 6 MHz crystal, the first four frequencies agree to a relative $2.4\times10^{-10}$.

\section{Choosing the root and inverting}

The tangents have many branches. To sort them, put $r=Z_f/Z_q$ and write
\begin{equation}
\cos\varphi=R\cos\Theta,\quad r\sin\varphi=R\sin\Theta,\quad
R=\sqrt{\cos^2\varphi+r^2\sin^2\varphi}>0 ,
\end{equation}
with $\Theta$ continuous and $\Theta=0$ at $\varphi=0$. Equation (\ref{undivided}), divided by $Z_q$, becomes $R\sin(\theta+\Theta)=0$, hence
\begin{equation}
\theta+\Theta(\varphi)=n\pi,\qquad n=1,2,\dots
\end{equation}
Differentiating $\tan\Theta=r\tan\varphi$ gives $(1+r^2\tan^2\varphi)\,\Theta'=r/\cos^2\varphi$, so
\begin{equation}
\frac{d\Theta}{d\varphi}=\frac{r}{\cos^2\varphi+r^2\sin^2\varphi}>0 .
\end{equation}
Thus $\theta+\Theta$ rises steadily with $f$ from zero without limit, and there is one resonance for each $n$. At fixed $f$ a thicker film raises $\Theta$, so each resonance falls as the film grows. The fundamental, $n=1$, starts at $f_q$.

For the fundamental, $\Theta=\pi-\theta=a$, with
\begin{equation}
a=\frac{\pi(f_q-f)}{f_q},\qquad
\tan\varphi=z\tan a,\qquad z=\frac{Z_q}{Z_f}.
\end{equation}
The angles $\Theta$ and $\varphi$ coincide at multiples of $\pi/2$ and so share a quadrant. For $f_q/2<f<f_q$ both lie below $\pi/2$, and the principal arctangent applies. From $h_f=v_f\varphi/(2\pi f)$,
\begin{equation}
\rho_fh_f=\frac{Z_f}{2\pi f}\arctan\left[z\tan\frac{\pi(f_q-f)}{f_q}\right].
\label{inverse}
\end{equation}

At $f=f_q/2$ both angles equal $\pi/2$: crystal and film are each a quarter wavelength thick. The divided equation is undefined there, but (\ref{undivided}) is satisfied for every $z$. The film thickness is $v_f/(4f)=v_f/(2f_q)$, about 244~$\mu$m for nickel on this crystal. For a still thicker film $\pi$ must be added to the arctangent. In a test with films of 2, 20, 100 and 400~$\mu$m, the last of them beyond this point, the inversion returned each thickness to within one part in $10^5$.

\section{Small loads}

Because $Z=\rho v$, the phases can be written with areal masses: $\theta=\omega m_q/Z_q$ and $\varphi=\omega\rho_fh_f/Z_f$. Their ratio is $\varphi/\theta=xz$. With $F=f/f_q$ and $\delta=1-F$ we have $\theta=\pi F$, $a=\pi\delta$ and $\varphi=\pi Fxz$, so $\tan\varphi=z\tan a$ reads
\begin{equation}
\tan\pi\delta=\frac1z\tan(\pi Fxz).
\label{scaled}
\end{equation}
Only the mass ratio and the impedance ratio remain. For small $x$ at fixed $z$, use $\tan s=s+s^3/3+O(s^5)$ and divide by $\pi$:
\begin{equation}
\delta+\frac{\pi^2}{3}\delta^3
=Fx+\frac{\pi^2}{3}z^2F^3x^3+O(x^5).
\end{equation}
Insert $F=1-\delta$ in the first term on the right and collect $\delta$:
\begin{equation}
(1+x)\,\delta=x+\frac{\pi^2}{3}\left(z^2F^3x^3-\delta^3\right)+O(x^5).
\end{equation}
In the bracket $\delta=x+O(x^2)$ and $F=1+O(x)$ suffice. Dividing by $1+x$,
\begin{equation}
\delta=\frac{x}{1+x}+c\,x^3+O(x^4),\qquad
c=\frac{\pi^2}{3}(z^2-1).
\label{series}
\end{equation}

At first order $\delta=x$. Written out with (\ref{mq}), $(f_q-f)/f_q=2f_q\rho_fh_f/Z_q$, which is the Sauerbrey relation (\ref{sauer}), now for any elastic film whose phase $\varphi\simeq\pi xz$ is small as well as $x$. The film's stiffness has then dropped out. Sauerbrey reports the mass ratio $x_S=\delta=x-x^2+\dots$, so its relative error is $-x$ at leading order. This needs $|c|x\ll1$, which a soft polymer film with large $z$ can violate even at a mass ratio of one percent.

The period law reports $x_P=\delta/(1-\delta)$. From (\ref{series}), $1-\delta=1/(1+x)-cx^3+\dots$, hence $x_P=x+cx^3+O(x^4)$. Its relative error is $cx^2$: negative for a film of higher impedance than quartz, positive for one of lower impedance.

The coefficient $c$ was tested on the energy-based resonances at $x=0.01$ and $0.02$, extrapolated to $x=0$. For nickel they give $-2.907$, against $-2.910$ from the formula. For a soft model film with density 2.5~g/cm$^3$ and modulus 14~GPa they give 4.049 against 4.058.

\section{Why the stiffness enters so late}

The interface stress shows what the film does to the crystal. Using $Z_f\varphi=\omega\rho_fh_f$,
\begin{equation}
T(0)=\omega Z_f\tan\varphi\;u(0)
=\omega^2\rho_fh_f\,\frac{\tan\varphi}{\varphi}\,u(0).
\label{effective}
\end{equation}
A rigid layer would need the stress $\omega^2\rho_fh_f\,u(0)$ to follow the surface. An elastic film below a quarter wavelength acts as a larger mass, because its free face swings further than its bonded face. The enhancement $\tan\varphi/\varphi=1+\varphi^2/3+\dots$ is of second order in the load, and it multiplies a mass that is itself of first order. This is the third-order term containing $z^2$.

The same factor compares the period law with the full result. Equation (\ref{scaled}) can be written $\tan a=\pi Fx\,(\tan\varphi/\varphi)$, while the period law is $a=\pi Fx_P$. Dividing,
\begin{equation}
\frac{x}{x_P}=\frac{\tan a/a}{\tan\varphi/\varphi}.
\label{ratio}
\end{equation}
The numerator is the enhancement for a quartz film that gives the same reading, since such a film has phase $a$. The denominator is that of the actual film.

\section{The nickel film}

Rough bulk constants are used: 2.65~g/cm$^3$ and 29.5~GPa for quartz, 8.90~g/cm$^3$ and 76~GPa for nickel. They give $Z_q=8.842$ and $Z_f=26.008$ in $10^6$~kg/(m$^2$\,s), so $z=0.340$. The nickel shear speed is 2922~m/s. The crystal is 278~$\mu$m thick and has an areal mass of 73.68~mg/cm$^2$.

For the reading of 5.5 MHz,
\begin{align}
a&=\pi\,\frac{0.5}{6.0}=0.2618,\qquad \tan a=0.2680,\\
\varphi&=\arctan(z\tan a)=0.0908,\\
h_f&=\frac{2922\ \mathrm{m/s}\times0.0908}{2\pi\times5.5\times10^6\ \mathrm{s^{-1}}}
=7.68\ \mu\mathrm{m}.
\end{align}
The areal mass is 6.84~mg/cm$^2$, and $x=6.84/73.68=0.093$.

The Sauerbrey sensitivity is 0.0814~Hz per ng/cm$^2$. The drop of 500 kHz then corresponds to 6.14~mg/cm$^2$, or 6.90~$\mu$m. This is 10.2\% below the matched result, and the deficit has two parts. Since $x_S/x_P=\delta/(\delta/F)=F$, Sauerbrey lies below the period law by the factor $5.5/6.0=0.917$. The period law in turn treats nickel as quartz. In (\ref{ratio}) the enhancement is $0.26795/0.26180=1.023$ for quartz but 1.003 for nickel, which accounts for the remaining 2\%. The nickel film moves almost rigidly.

The three laws separate as the load grows, with errors relative to the matched thickness:
\begin{center}
\begin{tabular}{cccc}
Reading & Matched & Period law & Sauerbrey\\
5.9 MHz & 1.404 $\mu$m & $-0.08$\% & $-1.75$\%\\
5.5 MHz & 7.68 $\mu$m & $-2.0$\% & $-10.2$\%\\
5.0 MHz & 18.03 $\mu$m & $-8.2$\% & $-23.5$\%
\end{tabular}
\end{center}
At 5.5 MHz the leading estimate $cx^2$ gives $-2.5$\% for the period law instead of $-2.0$\%, so higher orders already count. Sauerbrey is 1\% low at a drop of 58 kHz, or 0.81~$\mu$m of nickel. This agrees with the rule that its relative error is about $-x$.

A growth monitor also needs the rate. At 5.5 MHz each further hertz of drop means 0.0174~nm of nickel. Sauerbrey gives $1/0.0814=12.3$~ng/cm$^2$ per hertz, which is 0.0138~nm, so its rate is 21\% low although its total thickness is 10\% low. At small loads this doubling follows from the series: the ratio of Sauerbrey rate to true rate is $d\delta/dx=1-2x+\dots$, against $\delta/x=1-x+\dots$ for the totals.

\section{What a real monitor adds}

The model describes an AT-cut deposition monitor, and a drop of 500 kHz is a heavy load for it. The following estimates use rough inputs. Each changes one assumption while both readings stay fixed, and percentages refer to the 7.68~$\mu$m thickness.

\textbf{Film properties.} A film 5\% less dense and 10\% softer than bulk is 5.2\% thicker, while its areal mass changes by less than 0.05\%. The crystal weighs the film, and thickness inherits any error in density. A modulus of 120~GPa, roughly that of a film with (001) texture, changes the thickness by 0.1\%.

\textbf{Coupling and electrodes.} With electric potential $\psi$, unstiffened modulus $\mu_0$, piezoelectric constant $e$ and permittivity $\epsilon$, the stress is $T=\mu_0u'+e\psi'$ and the electric displacement is $D=eu'-\epsilon\psi'$. $D$ is uniform across the plate. Short-circuited electrodes make $\int\psi'\,dy=0$, so $D=e\,\Delta u/h_q$, where $\Delta u$ is the displacement difference between the faces. Eliminating $\psi'$,
\begin{equation}
T=\mu_q\left(u'-\kappa^2\frac{\Delta u}{h_q}\right),\quad
\mu_q=\mu_0+\frac{e^2}{\epsilon},\quad \kappa^2=\frac{e^2}{\epsilon\mu_q}.
\end{equation}
Matching this stress to (\ref{effective}), with $h_q$ readjusted to keep the bare reading, changes the thickness by $-0.6$\% for $\kappa^2=0.008$. Rigid electrodes of 0.4~mg/cm$^2$ on each face, without coupling, change it by $+0.4$\%.

\textbf{Lateral size.} If the vibration is confined to a disc of diameter $d$ with a clamped edge, and the lateral stiffness equals $\mu_q$ in every direction, the squared frequency gains $(v_qj/\pi d)^2$, where $j\simeq2.405$ is the first zero of the Bessel function $J_0$. Removing the same term from both readings, for $d=6$~mm, changes the thickness by $+0.9$\%. This neglects the lateral stiffness and mass of the nickel itself, which make the term about 4\% smaller in the loaded reading and lower the change to $+0.7$\%. Real AT-cut quartz is stiffer along the plate than in thickness shear. With its full elastic constants, averaged over direction, the term is about three times larger, and the change is about $+2$\% with the nickel included. This value belongs to the assumed geometry and scales roughly as $1/d^2$: it is $+4.4$\% for $d=4$~mm and $+1.1$\% for $d=8$~mm. Monitor crystals are usually plano-convex, and there the curvature of the face confines the vibration instead of a clamped edge. For radii of curvature from 100 to 400~mm the change lies between about $+3.3$\% and $+1.6$\%, with the same sign.

\textbf{Stress, heat and loss.} Film stress $\sigma$ strains the crystal and shifts its frequency by about $fK\sigma h_f/h_q$ in size, where $K$ is the stress coefficient of the crystal cut. For $\sigma=300$~MPa and $K=3\times10^{-11}$~Pa$^{-1}$ this is 1.4~kHz, or 0.3\% in thickness; its sign is not determined here. A heating drift of 10~ppm is 55~Hz, or about 1~nm. Film loss with a quality factor of 100 shifts the resonance by 0.1~Hz.

For this example, then, the matched areal mass is low by roughly 2\% because of the crystal's own construction. Coupling and electrodes nearly cancel, and the lateral confinement sets the rest, from below 1\% to about 4\% depending on the geometry. The thickness is in addition uncertain by several percent if the film density is not known. The 2\% gained by matching impedances has the same sign as this net correction. For the 6~mm disc with coupling and electrodes, the period law is 3.7\% low and the matched result 1.7\% low. Matching thus removes about half of the error in the mass, and the remainder needs a calibration of the crystal. For the thickness, the gain from matching can be smaller than the error from an assumed bulk density.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough typical constants)
quartz density 2.65 g/cm3, shear modulus 29.5 GPa
nickel density 8.90 g/cm3, shear modulus 76.0 GPa
bare frequency 6.000 MHz, reading 5.500 MHz
DERIVED
shear speed: quartz 3336.5 m/s, nickel 2922.2 m/s
impedance: quartz 8.842, nickel 26.008 1e6 kg/(m2 s)
z = Z_q/Z_f = 0.3400
quartz thickness 278.04 um, areal mass 73.681 mg/cm2
Sauerbrey sensitivity 0.08143 Hz per ng/cm2
THICKNESS FROM THE READING (um): Lu-Lewis, period law, Sauerbrey
  5.9 MHz: 1.4043, 1.4032, 1.3798; errors -0.08 %, -1.75 %
  5.5 MHz: 7.6817, 7.5261, 6.8989; errors -2.03 %, -10.19 %
  5.0 MHz: 18.0280, 16.5574, 13.7979; errors -8.16 %, -23.46 %
MAIN EXAMPLE
pi(f_q-f)/f_q = 0.26180 rad, its tangent 0.26795
film phase = 0.09084 rad
areal mass 6.8367 mg/cm2
mass ratio x = 0.09279
energy eigenvalue at this thickness 5.5000000 MHz
thickness per frequency drop 0.01740 nm/Hz
Sauerbrey 1 % low at shift 58.36 kHz, film 0.8134 um
TESTS
largest relative mode error 2.4e-10
interface stress jump / peak stress 3.7e-12
x^3 coefficient, nickel film: -2.9067, formula -2.9096
x^3 coefficient, soft film: 4.0489, formula 4.0583
NEGLECTED EFFECTS: thickness change at the same readings (rough inputs)
  porosity 5 %, modulus -10 %: +400.54 nm (+5.2142 %)
    areal mass changes by only -0.0465 %
  (001) texture, modulus 120 GPa: +7.75 nm (+0.1009 %)
  piezoelectric coupling k2 = 0.008: -42.78 nm (-0.5569 %)
  electrodes 0.4 mg/cm2 per face: +34.00 nm (+0.4426 %)
  lateral size 6 mm: +65.57 nm (+0.8536 %)
  film stress 300 MPa, coefficient 3e-11 1/Pa: shift size 1367.6 Hz
    size of its thickness error: +23.79 nm (+0.3097 %)
  crystal heating 10 ppm: shift size 55.0 Hz
    size of its thickness error: +0.96 nm (+0.0125 %)
  film loss, quality factor 100: shift +0.1216 Hz, resonator Q 2.27e+05
\end{verbatim}
